When a Doubly Negative Silicon Vacancy Jumps Once per Second

**1. One success in ten million million**

Suppose that a vacancy makes 10¹³ attempts to jump in each second, and that one attempt in 10¹³ succeeds on average. It then jumps once per second on average. If the chance of success is the Boltzmann factor of a barrier E, the temperature must satisfy

exp(−E/kT) = 10⁻¹³.

Taking the logarithm of both sides gives

E/kT = 13 ln 10 = 13 × 2.303 = 29.9.

For E = 0.18 eV and k = 8.617×10⁻⁵ eV/K,

T = 0.18 / (8.617×10⁻⁵ × 29.93) = 69.8 K.

The required ratio E/kT is large, and it depends only logarithmically on the number of attempts. Even a tenfold error in the attempt rate therefore shifts the temperature by less than a tenth, whereas an error in the barrier enters in full proportion. The large ratio also keeps the classical correction of the next section small.

**2. The rate law and its first classical correction**

A vacancy moves when one of its four neighbouring silicon atoms enters the empty site. Describe one such atom by a coordinate x along the bond of length b, with mass m and model potential

V(x) = E sin²(πx/b).

The atom rests at x = 0, and the barrier top lies at x = b/2. Assume that the well is in thermal equilibrium and that every outward crossing of the top completes a jump. Motion is classical for now.

The rate through this exit is the probability density at the top times the mean outward velocity, with inward velocities counted as zero:

⟨v₊⟩ = √(m/2πkT) ∫₀^∞ v exp(−mv²/2kT) dv
= √(m/2πkT) × kT/m
= √(kT/2πm).

The density at the top is exp(−E/kT)/Z, where Z = ∫exp(−V/kT) dx runs over the well from −b/2 to b/2. Hence

Γ_exit = √(kT/2πm) exp(−E/kT) / Z.

Let λ = E/kT and y = πx/b. Near the bottom, sin²y = y² − y⁴/3 + …, so

exp(−V/kT) = exp(−λy²) (1 + λy⁴/3 + …).

For large λ the Gaussian is narrow, and the integration limits may be moved to infinity with exponentially small error. The Gaussian average of y⁴ is 3/(4λ²), so

Z = (b/π) √(π/λ) [1 + (λ/3) × 3/(4λ²) + …]
= (b/π) √(π/λ) [1 + 1/(4λ) + …].

Insert this in the rate and use λ = E/kT:

Γ_exit = √(kT/2πm) × (π/b) √(E/πkT) × exp(−E/kT) [1 − 1/(4λ) + …]
= (1/b) √(E/2m) exp(−E/kT) [1 − kT/(4E) + …].

The temperature cancels from the leading prefactor. To recognise what remains, note that V″(0) = 2π²E/b² = mω², which gives

ω = (π/b) √(2E/m), ω/2π = (1/b) √(E/2m).

The leading prefactor is therefore the vibration frequency of the well. At 69.8 K the first correction is 1/(4 × 29.93) = 0.8 percent of the rate. Direct quadrature of Z at 50, 69.8 and 90 K gives rates that agree with the harmonic law within 2 percent.

The four exits compete independently, so their rates add. If motion across the bond has the same frequencies in the well and at the top, it contributes no further factor. With b = 0.235 nm and one silicon mass, the model gives 2.36×10¹² Hz per exit and 9.46×10¹² per second for all four. This supports the round value ν₀ = 10¹³ per second as a total attempt rate, though one coordinate with a bare atomic mass is a crude picture of a lattice rearrangement. From here on ν₀ is this total, held constant in temperature:

Γ(T) = ν₀ exp(−E/kT).

**3. What "once per second" means**

Let p be the chance of success in one attempt. The first success comes at attempt n with probability p(1−p)ⁿ⁻¹. Since Σ n qⁿ⁻¹ = 1/(1−q)² for |q| < 1, setting q = 1−p gives the mean number of attempts:

Σ n p(1−p)ⁿ⁻¹ = p/p² = 1/p.

The mean wait is 1/(ν₀p) = 1/Γ. The chance of no jump in a time t is (1−p) raised to the power ν₀t, which for small p becomes exp(−ν₀pt) = exp(−Γt). After one mean wait, a share e⁻¹ = 0.37 of the vacancies has not yet jumped.

**4. Inversion and the effect of a changed prefactor**

Let Γ₁ be the chosen rate, here 1 per second, and define L = ln(ν₀/Γ₁) = 29.93. Setting Γ(T₁) = Γ₁ gives

T₁ = E/(kL).

The root is unique because Γ rises steadily with T. Differentiating the logarithm of the rate gives

d ln Γ/dT = E/(kT²) = L/T₁ at T₁,

or 0.43 per kelvin. The rate grows by a factor e in about 2.3 K. No threshold is crossed at T₁, but the wait changes quickly: 1.39×10⁵ s (1.6 days) at 50 K, 132 s at 60 K, and 0.022 s at 80 K.

Now multiply the prefactor by f while holding E and Γ₁ fixed. The condition becomes E/kT = L + ln f, so

T = T₁ / (1 + ln f/L)
= T₁ [1 − ln f/L + (ln f/L)² − …].

For f = 10, ln f/L = 2.303/29.93 = 0.077. The first correction is −5.4 K and the second is +0.4 K, giving 64.8 K. For f = 1/10 the first correction changes sign and the second does not, giving 75.6 K. If 10¹³ per second were meant for each exit, then f = 4 and the answer would be 66.7 K.

A barrier change enters differently. At fixed ν₀ and Γ₁, T₁ is proportional to E, so

δT/T₁ = δE/E.

An increase of 0.01 eV, or 5.6 percent, raises T₁ by 3.9 K. A tenfold error in the prefactor shifts T₁ by 5 to 6 K, as much as an error of about 0.013 to 0.015 eV in the barrier.

**5. The first quantum correction**

Quantum motion changes both the population of the well and the passage over the top. Let u = ħω/kT. For the model, ħω = 9.78 meV, while kT = 6.01 meV at T₁, so u = 1.63. This is not small, and the correction must be worked out.

*The well.* The rate is inversely proportional to the partition function of the well. For an oscillator the classical value is 1/u. The quantum value is a geometric series:

Σ exp[−u(n + ½)] = exp(−u/2)/(1 − exp(−u)) = 1/(2 sinh(u/2)).

The rate is multiplied by the classical value divided by the quantum one:

κ_well = 2 sinh(u/2)/u.

Two effects compete here. Zero-point energy lifts the atom part of the way up the barrier, which alone would multiply the rate by exp(u/2) = 2.26 at T₁. But the sum over separate levels, counted from the lowest, exceeds the classical value 1/u, and this multiplies the rate by (1 − exp(−u))/u = 0.49. The product, 1.11, still exceeds one.

*The barrier.* At the top, V″ = −2π²E/b² = −mω², so the same ω describes its curvature. Let ε be the energy measured from the top, η = ε/ħω, and q the displacement from the top in units of √(ħ/mω). The wave equation for the parabola is

ψ″ + (q² + 2η)ψ = 0.

At large |q|, try ψ = qˢ exp(iq²/2). The leading terms of ψ″ are [−q² + i(2s+1)]ψ, so i(2s+1) = −2η and s = iη − ½. To the right of the barrier the transmitted wave is t qˢ exp(iq²/2). To the left, the reflected wave is r |q|ˢ exp(iq²/2), beside an incoming wave |q|^(−iη−½) exp(−iq²/2) of unit amplitude.

The two are connected by following the solution along a large half circle in the upper half plane, from q > 0 to q < 0. In the first quarter turn the transmitted term is the exponentially small one and stands alone. In the second it is the large one, so its coefficient is preserved. The phase of q grows by π, and therefore

r = t exp[iπ(iη − ½)] = −i t exp(−πη).

Thus |r|² = |t|² exp(−2πη). Flux conservation, |r|² + |t|² = 1, gives the transmission

P = |t|² = 1/[1 + exp(−2πε/ħω)].

Classically P jumps from 0 to 1 at the top, and the thermal average ∫P exp(−ε/kT) dε/kT equals one. With the quantum P, set s = 2πε/ħω (a new use of s) and a = u/2π:

κ_bar = a J, J = ∫ exp(−as)/(1 + exp(−s)) ds, from −∞ to ∞.

The integral converges for 0 < a < 1. Shifting s by 2πi multiplies the integrand by exp(−2πia). Between the two lines lies one pole, at s = iπ, with residue exp(−iπa). Hence

J [1 − exp(−2πia)] = 2πi exp(−iπa),
J = 2πi/[exp(iπa) − exp(−iπa)] = π/sin(πa),

and κ_bar = πa/sin(πa) = (u/2)/sin(u/2).

*Both together.* The product is

κ = sinh(u/2)/sin(u/2).

To expand its logarithm, let z = u/2:

ln(sinh z/z) = z²/6 − z⁴/180 + …
ln(sin z/z) = −z²/6 − z⁴/180 − …

On subtraction the fourth-order terms cancel, leaving

ln κ = z²/3 + O(z⁶) = u²/12 + O(u⁶).

The next term, 2z⁶/2835, is only 0.0002 at T₁, so the first term works well although u exceeds one: exp(1.63²/12) = 1.25, and the full expression gives 1.247.

The separate factors were compared with calculations for the cosine potential itself. Summing over its quantum states gives a well factor of 1.110, against 1.114 from the formula. Solving the wave equation through the hump gives a barrier factor of 1.121, against 1.119.

The jump condition is now E/kT = L + ln κ. To first order κ may be evaluated at T₁, where u = Lħω/E. Then

T ≈ T₁ (1 − u²/(12L)) = T₁ [1 − L(ħω/E)²/12].

With ħω/E = 9.78/180 = 0.054, the shift is −0.5 K. Solving the full condition numerically also gives −0.5 K, and the jump temperature becomes 69.3 K. This small shift belongs to the soft 2.36 THz mode of the model. With the same two factors and ν₀ held fixed, a frequency of 5 THz in both the well and the top gives −2.4 K, and 10 THz in the well with 5 THz at the top gives −5.1 K. The anharmonic correction of Section 2 raises the temperature by about T₁ × 0.0084/29.93 = 0.02 K, which is negligible beside it.

This assumes that E is the static barrier height. An activation energy fitted to measured rates already contains part of the effect. Its local value is minus the derivative of ln Γ with respect to 1/kT, namely

E_fit = E − ħω u/6 = 180 − 9.78 × 1.63/6 = 177 meV.

A barrier and prefactor fitted together near T₁ already describe the rate there, and κ must not be applied again.

**6. The opposite limit: very slow jumps**

The relative quantum correction, L(ħω/E)²/12, grows as slower jumps are considered. The shift in kelvin does not grow to this order, because T₁ itself falls as 1/L: it is (ħω)²/(12kE) = 0.5 K at any chosen rate. The expansion is still not uniform in the rate, since its parameter u = Lħω/E grows with L. The parabolic average diverges when a = 1, at

T_c = ħω/(2πk) = 18.1 K.

Near and below this temperature, energies far below the top matter, the parabola no longer suffices, and the Arrhenius law fails. At T_c the classical exponent is E/kT_c = 2π × 180/9.78 = 116, which corresponds to a classical wait of order 10³⁷ s. The failure therefore lies far from the one-second problem.

That conclusion depends on the soft model barrier. If the frequency at the top were itself 10¹³ Hz, T_c would be 76.4 K. This is above T₁, so the formula for κ could not be used at all. The total attempt rate alone does not show that tunnelling is weak.

**7. From a jump to a journey**

On the diamond lattice the four possible steps from any site sum to zero. Whatever the previous step was, the average next step vanishes, so cross terms between different steps average to zero:

⟨R²⟩ = N b².

Enumeration of all seven-step walks gives 7b², as required.

Take 10¹⁶ phosphorus atoms per cm³, whose typical spacing is 46.4 nm. An rms path of that length needs

N = (46.4/0.235)² = 3.9×10⁴ jumps.

In a hold of 1000 s the required rate is 39 per second, and

T = E/[k(L − ln 39)] = 0.18/[8.617×10⁻⁵ × (29.93 − 3.66)] = 79.5 K.

A factor of 39 in rate costs about 10 K. This is a scale for wandering, not a calculated temperature of disappearance, since capture radii and the attraction between the vacancy and positive donors are left out.

**8. Will the vacancy remain doubly negative?**

Let D be the donor density and A the density of electrons held by vacancies. With 10¹⁴ vacancies per cm³ holding two electrons each, A = 2×10¹⁴ per cm³. Neutrality requires n + A = D₊, where n is the free-electron density and D₊ the density of ionized donors. For donor depth E_d and a spin factor of two,

(D − D₊)/D₊ = n/K, K = (N_c/2) exp(−E_d/kT).

Here N_c is the effective density of states of the conduction band. Substituting D₊ = n + A gives

n(n + A) = K(D − A − n).

For D = 10¹⁶ per cm³, E_d = 45 meV and N_c = 3.07×10¹⁸ per cm³ at T₁, the positive root is n = 2.43×10¹⁵ per cm³. The Fermi level then lies kT ln(N_c/n) = 43 meV below the conduction band.

The ratio of singly to doubly negative vacancies is exp(−Δ/kT), where Δ is the height of the Fermi level above the vacancy's last acceptor level. A ratio of 1 percent needs Δ = kT ln 100 = 28 meV. That level must therefore lie at least 71 meV below the conduction band. A degeneracy ratio of two would move this condition by kT ln 2, or 4 meV. The excited states of the phosphorus donor, about 12 meV above its ground state, are left out. They would hold some more electrons, lower n to about 1.9×10¹⁵ per cm³ and move the condition by about 1 meV.

**9. The real case**

The parameters are rough values for phosphorus-doped silicon after light electron irradiation at low temperature. A barrier near 0.18 eV is typical of the vacancy in n-type material, and vacancies there are seen to anneal out at roughly 70 K. That observation requires long-range migration to traps within minutes, so it should be compared with the 79.5 K of Section 7, not with T₁: at 70 K the model gives only about 10³ jumps in 1000 s. The estimate has the right size, but the near match of T₁ to 70 K is not a confirmation. A prefactor of about 1.6×10¹⁴ per second would bring the figure of Section 7 to 72 K and T₁ to 64 K. Real samples can break the assumption of a fixed charge state, for example under illumination or carrier injection. If half the vacancies at any moment were in an immobile charge state, with exchange fast compared with the jumps, the rate would halve and T₁ would rise by about 2.33 × ln 2 = 1.6 K. Carrier capture can also change the motion in ways that this model does not describe. At 300 K the formula gives a wait of 10⁻¹⁰ s, but that extrapolates a constant barrier, prefactor and charge state far from the conditions examined here. For the stated low-temperature case, 70 K is a rough estimate, uncertain by up to about 10 K: a barrier between 0.16 and 0.20 eV alone spans 62 to 78 K, a tenfold error in the prefactor shifts T₁ by 5 to 6 K, and stiffer vibrations would lower it by a few kelvin more. The numerical output lists the values used.

Calculated quantities

```
Barrier E = 0.18 eV
Total attempt rate nu0 = 1e+13 1/s
Boltzmann constant k = 8.6173e-05 eV/K
Logarithm L = ln(nu0/rate) = 29.93
Temperature for one jump per second T1 = 69.8 K
Thermal energy at T1 = 6.01 meV
Share not yet jumped after one mean wait = 0.368
Mean wait at 50 K = 1.39e+05 s
Mean wait at 60 K = 1.32e+02 s
Mean wait at 70 K = 9.11e-01 s
Mean wait at 77 K = 6.04e-02 s
Mean wait at 80 K = 2.19e-02 s
Mean wait at 100 K = 1.18e-04 s
Mean wait at 300 K = 1.06e-10 s
Temperature rise for e-fold rate near T1 = 2.33 K
Rate growth per kelvin at T1 = 43 % (logarithmic)
Shift of T1 for +0.01 eV in E = 3.88 K
T1 with nu0 ten times smaller = 75.6 K
T1 with nu0 ten times larger = 64.8 K
T1 if nu0 is meant per exit (four exits) = 66.7 K
Lattice constant (rough) = 0.543 nm
Jump length b = 0.235 nm
Phosphorus density = 1e+16 cm^-3
Vacancy density = 1e+14 cm^-3
Donor spacing = 46.4 nm
Jumps for rms path of one donor spacing = 3.90e+04
Hold time = 1000 s
Temperature for that path in the hold = 79.5 K
Silicon atomic mass = 28.085 u
Model frequency per exit = 2.36e+12 Hz
Four times model frequency = 9.46e+12 1/s
Model quantum hbar*omega = 9.78 meV
Ratio u = hbar*omega/kT at T1 = 1.63
Well factor, formula = 1.114
Well factor, plane-wave states = 1.110
Barrier factor, formula = 1.119
Barrier factor, exact transmission = 1.121
Combined quantum factor = 1.247
T1 with quantum factor = 69.3 K
Shift of T1 by quantum factor = -0.52 K
Tunnelling crossover, model barrier = 18.1 K
Crossover if barrier frequency were nu0 = 76.4 K
Donor depth (rough) = 45 meV
Density-of-states mass (rough) = 1.06 electron masses
Band density of states Nc at T1 = 3.07e+18 cm^-3
Free electron density at T1 = 2.43e+15 cm^-3
Fermi level below conduction band = 43.0 meV
Margin for 1 % singly negative = 27.7 meV
Least depth of last acceptor level = 70.7 meV
```
